# Linear Jahn-Teller coupling of the E2g doublet in D5d ferrocenium: a program that tests the result

```python
"""Linear Jahn-Teller coupling of an E2g orbital doublet in a D5d sandwich molecule.

Result under test: only e1g displacements split the doublet at first order,
  H1 = V [[Qx, -Qy], [-Qy, -Qx]]  in the basis u ~ x2-y2, v ~ xy,
while e2g displacements split it only at second order.
Jahn-Teller energy: E_JT = g.K^+.g / 2, with g the gradient of (H_uu - H_vv)/2
and K the force-constant matrix. Spin-orbit splitting: 2 zeta w, w = d weight.
Model: 5 metal d orbitals and one pi orbital per ring atom (metal-facing lobe
positive), hopping set by the atomic positions. Hartree atomic units.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

BOND, HEIGHT = 2.7, 3.1              # ring bond length, ring height above metal
T_MC, DECAY_MC = -0.15, 0.8          # metal-ring hopping and its decay rate
T_CC, DECAY_CC = -0.10, 1.2          # hopping in the ring and its decay rate
K_MC, K_CC, K_13 = 0.08, 0.40, 0.05  # spring constants
MASS_M, MASS_CH = 56.0, 13.0         # masses in u
ZETA = 0.002                         # spin-orbit constant of the d shell
R_REF = np.hypot(BOND / (2 * np.sin(np.pi / 5)), HEIGHT)
TO_CM = constants.value("hartree-inverse meter relationship") / 100
U_TO_ME = constants.atomic_mass / constants.m_e


def geometry(n, extra_shell=False):
    radius = BOND / (2 * np.sin(np.pi / n))
    phi = 2 * np.pi * np.arange(n) / n
    atoms = [np.zeros((1, 3))]
    for rad in [radius] + ([radius + 2.0] if extra_shell else []):
        top = np.c_[rad * np.cos(phi), rad * np.sin(phi), np.full(n, HEIGHT)]
        atoms += [top, -top]
    return np.vstack(atoms)


def hamiltonian(pos, n):
    rel = pos[1:] - pos[0]
    r = np.linalg.norm(rel, axis=1)
    x, y, z = (rel / r[:, None]).T
    s3 = np.sqrt(3)
    # order of d orbitals: xy, yz, z2, xz, x2-y2
    angular = np.array([s3*x*y, s3*y*z, (3*z*z - 1)/2, s3*x*z, s3*(x*x - y*y)/2])
    h = np.zeros((5 + 2 * n, 5 + 2 * n))
    h[:5, 5:] = T_MC * np.exp(-DECAY_MC * (r - R_REF)) * angular
    for ring in (0, n):
        for j in range(n):
            a, b = ring + j, ring + (j + 1) % n
            dist = np.linalg.norm(rel[a] - rel[b])
            i, k = sorted((a, b))
            h[5 + i, 5 + k] = T_CC * np.exp(-DECAY_CC * (dist - BOND))
    return h + h.T


def group(n):
    """Elements of D_n x inversion: D5d for n = 5, D6h for n = 6."""
    elements = []
    for k in range(n):
        c, s = np.cos(2 * np.pi * k / n), np.sin(2 * np.pi * k / n)
        rot = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])
        for flip in (0, 1):
            mat = rot @ np.diag([-1.0, 1.0, -1.0]) if flip else rot
            for inv in (0, 1):
                elements.append((k, flip, inv, (-1) ** inv * mat))
    return elements


def chi(species, k, flip, inv, n):
    """Characters; species is for example 'A1g' or 'E2u'."""
    sign = (-1) ** inv if species[2] == "u" else 1
    if species[0] == "A":
        return sign * (-1 if flip and species[1] == "2" else 1)
    return 0 if flip else sign * 2 * np.cos(2 * np.pi * int(species[1]) * k / n)


def projector(pos, n, species):
    size = len(pos)
    total = np.zeros((3 * size, 3 * size))
    elements = group(n)
    for k, flip, inv, mat in elements:
        for a in range(size):
            gap = np.linalg.norm(pos - mat @ pos[a], axis=1)
            b = int(np.argmin(gap))
            assert gap[b] < 1e-9
            total[3*b:3*b+3, 3*a:3*a+3] += chi(species, k, flip, inv, n) * mat
    return total * (2 if species[0] == "E" else 1) / len(elements)


def doublet(pos, n):
    """Index, energies and aligned basis (u, v) of the d-rich e2g pair."""
    energy, vec = np.linalg.eigh(hamiltonian(pos, n))
    pair = np.sort(np.argsort(vec[0]**2 + vec[4]**2)[-2:])
    assert pair[1] == pair[0] + 1 and abs(np.diff(energy[pair])[0]) < 1e-12
    block = vec[[4, 0]][:, pair]
    weight = np.sum(block**2) / 2
    return pair[0], energy, vec[:, pair] @ block.T / np.sqrt(weight), weight


def coupling_gradients(pos, n, basis, step=1e-4):
    out = []
    for q in range(pos.size):
        d = np.zeros(pos.size)
        d[q] = step
        d = d.reshape(pos.shape)
        dh = (hamiltonian(pos + d, n) - hamiltonian(pos - d, n)) / (2 * step)
        m = basis.T @ dh @ basis
        out.append([(m[0, 0] - m[1, 1]) / 2, m[0, 1], (m[0, 0] + m[1, 1]) / 2])
    return np.array(out).T


def share(vector, proj):
    return vector @ proj @ vector / (vector @ vector)


N = 5
pos = geometry(N)
first, levels, basis, d_weight = doublet(pos, N)
g_diff, g_off, g_mean = coupling_gradients(pos, N, basis)
P = {s: projector(pos, N, s) for s in ("A1g", "A2g", "E1g", "E2g")}

# Symmetric square of E2g, reduced with the characters.
names = ["A1g", "A2g", "E1g", "E2g", "A1u", "A2u", "E1u", "E2u"]
content = {}
for s in names:
    acc = 0
    for k, f, i, _ in group(N):
        square = chi("E2g", 0 if f else (2 * k) % N, 0, 0, N)
        acc += (chi("E2g", k, f, i, N)**2 + square) / 2 * chi(s, k, f, i, N)
    content[s] = acc / len(group(N))
assert all(abs(content[s] - (s in ("A1g", "E1g"))) < 1e-12 for s in names)

# Genuine vibrations of the 21-atom skeleton.
full = geometry(N, extra_shell=True)
vib = {}
for s in ("E1g", "E2g"):
    rigid = np.mean([(np.linalg.det(m) + 1) * np.trace(m) * chi(s, k, f, i, N)
                     for k, f, i, m in group(N)])
    vib[s] = np.trace(projector(full, N, s)) / 2 - rigid
    assert abs(vib[s] - round(vib[s])) < 1e-9 and vib[s] > 0.5

# Species of the computed gradient; sixfold rings as a control.
e1_share, e2_share = share(g_diff, P["E1g"]), share(g_diff, P["E2g"])
assert np.linalg.norm(g_diff) > 1e-4
assert abs(e1_share - 1) < 1e-8 and abs(share(g_off, P["E1g"]) - 1) < 1e-8
assert e2_share < 1e-8 and abs(share(g_mean, P["A1g"]) - 1) < 1e-8
pos6 = geometry(6)
_, _, basis6, _ = doublet(pos6, 6)
g6 = coupling_gradients(pos6, 6, basis6)[0]
six_e1 = share(g6, projector(pos6, 6, "E1g"))
six_e2 = share(g6, projector(pos6, 6, "E2g"))
assert np.linalg.norm(g6) > 1e-4 and six_e1 < 1e-8 and abs(six_e2 - 1) < 1e-8

# Rigid rotations do not split the doublet.
for axis in np.eye(3):
    turn = np.cross(axis, pos).ravel()
    assert abs(g_diff @ turn) < 1e-7 and abs(g_off @ turn) < 1e-7


def pattern(k, func):
    """Radial ring displacement func(k phi), even under inversion."""
    phi = 2 * np.pi * np.arange(N) / N
    top = func(k * phi)[:, None] * np.c_[np.cos(phi), np.sin(phi), 0 * phi]
    return np.vstack([np.zeros((1, 3)), top, -top]).ravel()


def splitting(disp):
    e = np.linalg.eigvalsh(hamiltonian(pos + disp.reshape(pos.shape), N))
    return e[first + 1] - e[first]


qx, qy, q2 = pattern(1, np.cos), pattern(1, np.sin), pattern(2, np.cos)
assert abs(share(qx, P["E1g"]) - 1) < 1e-12 and abs(share(q2, P["E2g"]) - 1) < 1e-12
V = g_diff @ qx
assert abs(V) > 1e-4 and abs(g_off @ qy + V) < 1e-6 * abs(V)
assert abs(g_diff @ qy) < 1e-6 * abs(V) and abs(g_off @ qx) < 1e-6 * abs(V)
amps = (0.01, 0.02)
s1 = [splitting(a * qx) for a in amps]
s2 = [splitting(a * q2) for a in amps]
power1, power2 = np.log2(s1[1] / s1[0]), np.log2(s2[1] / s2[0])
assert abs(power1 - 1) < 0.02 and abs(power2 - 2) < 0.1
assert abs(s1[0] / (2 * abs(V) * amps[0]) - 1) < 0.01
for angle in (0.4, 1.3, 2.9):        # same splitting in every e1g direction
    mixed = splitting(amps[0] * (np.cos(angle) * qx + np.sin(angle) * qy))
    assert abs(mixed / s1[0] - 1) < 0.01

# Spring network, Jahn-Teller energy and e1g modes.
K = np.zeros((pos.size, pos.size))
springs = [(0, a, K_MC) for a in range(1, 2 * N + 1)]
for ring in (1, 1 + N):
    for j in range(N):
        springs += [(ring + j, ring + (j + 1) % N, K_CC),
                    (ring + j, ring + (j + 2) % N, K_13)]
for a, b, const in springs:
    unit = (pos[a] - pos[b]) / np.linalg.norm(pos[a] - pos[b])
    row = np.zeros(pos.size)
    row[3*a:3*a+3], row[3*b:3*b+3] = unit, -unit
    K += const * np.outer(row, row)
x_min = np.linalg.pinv(K, rcond=1e-9, hermitian=True) @ g_diff
assert np.allclose(K @ x_min, g_diff, atol=1e-7)
E_JT = g_diff @ x_min / 2
stiff = x_min @ K @ x_min
scan = minimize_scalar(lambda s: stiff * s * s / 2 - splitting(s * x_min) / 2,
                       bounds=(0.0, 2.0), method="bounded")
gap_min = splitting(scan.x * x_min)
assert abs(-scan.fun / E_JT - 1) < 0.05 and abs(gap_min / (4 * E_JT) - 1) < 0.05

mass = np.repeat([MASS_M] + [MASS_CH] * (2 * N), 3) * U_TO_ME
root = np.sqrt(mass)
p_e1 = P["E1g"]
w2, modes = np.linalg.eigh(p_e1 @ (K / np.outer(root, root)) @ p_e1)
keep = w2 > 1e-9
share_mode = ((modes[:, keep].T @ (g_diff / root))**2 / (2 * w2[keep]))
assert keep.sum() == 4
omega = np.sqrt(w2[keep]).reshape(2, 2)
assert np.allclose(omega[:, 0], omega[:, 1], rtol=1e-6)
E_modes = share_mode.reshape(2, 2).sum(axis=1)
assert abs(E_modes.sum() / E_JT - 1) < 1e-5

# Spin-orbit coupling with the full operator zeta L.S on the d shell.
m = np.arange(2, -3, -1)
raising = np.diag(np.sqrt(6 - m[1:] * (m[1:] + 1)), 1).astype(complex)
L = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m).astype(complex)]
q = 1 / np.sqrt(2)
real_d = np.array([[-1j*q, 0, 0, 0, 1j*q], [0, 1j*q, 0, 1j*q, 0], [0, 0, 1, 0, 0],
                   [0, -q, 0, q, 0], [q, 0, 0, 0, q]]).T
S = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
     np.diag([0.5, -0.5])]
LS = sum(np.kron(real_d.conj().T @ l @ real_d, s) for l, s in zip(L, S))


def spin_orbit_gap(disp, zeta):
    h = np.kron(hamiltonian(pos + disp.reshape(pos.shape), N), np.eye(2)).astype(complex)
    h[:10, :10] += zeta * LS
    e = np.linalg.eigvalsh(h)[2 * first:2 * first + 4]
    assert abs(e[1] - e[0]) < 1e-11 and abs(e[3] - e[2]) < 1e-11
    return e[2] - e[0]


so_formula = 2 * ZETA * d_weight
so_gap = spin_orbit_gap(0 * qx, ZETA)
assert abs(so_gap / so_formula - 1) < 0.05
so_test = 0.1
both = spin_orbit_gap(so_test * qx, ZETA)
both_formula = np.hypot(so_formula, splitting(so_test * qx))
assert abs(both / both_formula - 1) < 0.05
zeta_crit = 2 * E_JT / d_weight


def lower_sheet(s, zeta):
    return stiff * s * s / 2 - spin_orbit_gap(s * x_min, zeta) / 2


assert lower_sheet(0.3, zeta_crit / 2) < lower_sheet(0.0, zeta_crit / 2)
assert lower_sheet(0.3, zeta_crit * 2) > lower_sheet(0.0, zeta_crit * 2)

others = np.delete(levels, [first, first + 1])
print(f"ring bond, ring height: {BOND}, {HEIGHT} bohr")
print(f"metal-ring hopping, decay: {T_MC} hartree, {DECAY_MC} 1/bohr")
print(f"ring hopping, decay: {T_CC} hartree, {DECAY_CC} 1/bohr")
print("all on-site orbital energies: 0 hartree")
print(f"springs M-C, C-C, 1-3: {K_MC}, {K_CC}, {K_13} hartree/bohr^2")
print(f"masses M, CH: {MASS_M}, {MASS_CH} u")
print("symmetric square of E2g:", {s: int(round(content[s])) for s in names})
print(f"e1g, e2g vibrations of 21 atoms (pairs): {vib['E1g']:.0f}, {vib['E2g']:.0f}")
print(f"e2g orbital energy: {levels[first]:.5f} hartree")
print(f"distance to nearest other level: {np.min(abs(others-levels[first])):.5f} hartree")
print(f"metal d weight w of e2g orbital: {d_weight:.4f}")
print(f"fivefold: e1g share of splitting gradient: {e1_share:.8f}")
print(f"fivefold: e2g share of splitting gradient: {e2_share:.1e}")
print(f"sixfold: e1g share of splitting gradient: {six_e1:.1e}")
print(f"sixfold: e2g share of splitting gradient: {six_e2:.8f}")
print(f"V for radial cos(phi) pattern: {V:.6f} hartree/bohr")
for a, b, c in zip(amps, s1, s2):
    print(f"amplitude {a} bohr: e1g gap {b:.4e}, e2g gap {c:.4e} hartree")
print(f"power of amplitude, e1g and e2g: {power1:.4f}, {power2:.4f}")
print(f"E_JT from gradient formula: {E_JT:.4e} hartree = {E_JT*TO_CM:.2f} cm^-1")
print(f"E_JT from energy scan: {-scan.fun:.4e} hartree")
print(f"vertical gap at minimum: {gap_min:.4e} hartree; 4 E_JT: {4*E_JT:.4e} hartree")
print(f"largest atomic shift at minimum: "
      f"{np.max(np.linalg.norm(x_min.reshape(-1, 3), axis=1)):.4f} bohr")
for j in range(2):
    print(f"e1g mode {j+1}: quantum {omega[j, 0]:.4e} hartree, "
          f"share of E_JT {E_modes[j]:.4e} hartree")
print(f"spin-orbit constant zeta: {ZETA} hartree")
print(f"spin-orbit gap: diagonalized {so_gap:.4e}, 2 zeta w {so_formula:.4e} hartree")
print(f"gap at e1g amplitude {so_test} bohr with spin-orbit: {both:.4e} hartree")
print(f"same gap from root formula: {both_formula:.4e} hartree")
print(f"ratio 4 E_JT / spin-orbit gap: {4*E_JT/so_formula:.4f}")
print(f"zeta below which distortion survives: {zeta_crit:.4e} hartree")
print("PASS")
```

Printed output:

```
ring bond, ring height: 2.7, 3.1 bohr
metal-ring hopping, decay: -0.15 hartree, 0.8 1/bohr
ring hopping, decay: -0.1 hartree, 1.2 1/bohr
all on-site orbital energies: 0 hartree
springs M-C, C-C, 1-3: 0.08, 0.4, 0.05 hartree/bohr^2
masses M, CH: 56.0, 13.0 u
symmetric square of E2g: {'A1g': 1, 'A2g': 0, 'E1g': 1, 'E2g': 0, 'A1u': 0, 'A2u': 0, 'E1u': 0, 'E2u': 0}
e1g, e2g vibrations of 21 atoms (pairs): 5, 6
e2g orbital energy: -0.05002 hartree
distance to nearest other level: 0.01178 hartree
metal d weight w of e2g orbital: 0.8090
fivefold: e1g share of splitting gradient: 1.00000000
fivefold: e2g share of splitting gradient: -5.0e-17
sixfold: e1g share of splitting gradient: 2.0e-17
sixfold: e2g share of splitting gradient: 1.00000000
V for radial cos(phi) pattern: -0.025281 hartree/bohr
amplitude 0.01 bohr: e1g gap 5.0562e-04, e2g gap 1.4656e-06 hartree
amplitude 0.02 bohr: e1g gap 1.0112e-03, e2g gap 5.8581e-06 hartree
power of amplitude, e1g and e2g: 0.9999, 1.9990
E_JT from gradient formula: 4.4165e-03 hartree = 969.31 cm^-1
E_JT from energy scan: 4.3891e-03 hartree
vertical gap at minimum: 1.7445e-02 hartree; 4 E_JT: 1.7666e-02 hartree
largest atomic shift at minimum: 0.1437 bohr
e1g mode 1: quantum 1.6499e-03 hartree, share of E_JT 4.0101e-03 hartree
e1g mode 2: quantum 5.7137e-03 hartree, share of E_JT 4.0638e-04 hartree
spin-orbit constant zeta: 0.002 hartree
spin-orbit gap: diagonalized 3.2362e-03, 2 zeta w 3.2358e-03 hartree
gap at e1g amplitude 0.1 bohr with spin-orbit: 5.9971e-03 hartree
same gap from root formula: 5.9979e-03 hartree
ratio 4 E_JT / spin-orbit gap: 5.4595
zeta below which distortion survives: 1.0919e-02 hartree
PASS
```
